# The Maue-Shockley Surface State and Its Splitting in a Slab: a program that tests the result

```python
"""
Result under test: a crystal potential 2 V cos(G z), atomic planes at z = n a,
cut midway between planes by a step to vacuum level U, has one surface state in
its first gap if V > 0 and none if V < 0.  In a slab of thickness L = N a the
two face states split by 4 T p psi0^2 exp(-q L) for large L.
Symbols: T = hbar^2/(2m); G = 2 pi/a; E_B = T (G/2)^2; q, p = decay constants in
crystal and vacuum; psi0 = normalized one-face state at the face; ell =
logarithmic derivative at the face of the solution decaying into the crystal.
Units: eV and nm.  Energies are measured from the mean inner potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

T = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
a = 0.30
G = 2 * np.pi / a
E_B = T * (G / 2)**2
V_REF, U_REF = 1.0, 10.0


def vacuum_decay(E, U):
    return np.sqrt((U - E) / T)


def gap_edges(V):
    """Lowest two zone-boundary levels from a plane-wave diagonalization."""
    k = G * (np.arange(-8, 8) + 0.5)
    H = np.diag(T * k**2) + V * (np.eye(16, k=1) + np.eye(16, k=-1))
    return np.linalg.eigvalsh(H)[:2]


def crystal_solution(E, V):
    """q and ell from integrating the Schroedinger equation over one cell."""
    def rhs(z, y):
        w = (2 * V * np.cos(G * z) - E) / T
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (-a / 2, a / 2), [1.0, 0.0, 0.0, 1.0],
                  method="DOP853", rtol=1e-12, atol=1e-13).y[:, -1]
    qa = np.arccosh(max(1.0, -y[0]))
    return qa / a, -np.sinh(qa) / y[2]


def root_in_gap(function, V):
    low, high = gap_edges(V)
    margin = 1e-5 * (high - low)
    return brentq(function, low + margin, high - margin, xtol=1e-13)


def one_face_state(V, U):
    """Energy, q, p, psi0^2 of the surface state of the half-infinite crystal."""
    def mismatch(E):
        return crystal_solution(E, V)[1] + vacuum_decay(E, U)
    E = root_in_gap(mismatch, V)
    step = 1e-3 * V
    slope = (mismatch(E + step) - mismatch(E - step)) / (2 * step)
    return E, crystal_solution(E, V)[0], vacuum_decay(E, U), -1 / (T * slope)


def two_wave_state(V, U):
    """Phase, energy, q, p, psi0^2 from the two-wave matching condition."""
    def parts(delta):
        q = -V * np.sin(2 * delta) / (T * G)
        E = E_B - T * q**2 + V * np.cos(2 * delta)
        return E, q, vacuum_decay(E, U)

    def mismatch(delta):
        E, q, p = parts(delta)
        return -(G / 2) / np.tan(delta) - p - q
    delta = brentq(mismatch, -np.pi / 2 + 1e-9, -1e-6, xtol=1e-14)
    E, q, p = parts(delta)
    theta = np.pi / 2 + delta
    inside = 1 / (4 * q) + 0.5 * (2 * q * np.cos(2 * theta)
                                  + G * np.sin(2 * theta)) / (4 * q**2 + G**2)
    outside = np.cos(theta)**2 / (2 * p)
    return delta, E, q, p, np.cos(theta)**2 / (inside + outside)


POINTS, VACUUM_CELLS = 400, 5


def slab_gap_levels(N, V, U, vectors=False):
    """Finite-difference slab levels that lie inside the bulk gap."""
    h = a / POINTS
    i = np.arange(1, (N + 2 * VACUUM_CELLS) * POINTS)
    first, last = VACUUM_CELLS * POINTS, (VACUUM_CELLS + N) * POINTS
    potential = np.where((i >= first) & (i <= last),
                         -2 * V * np.cos(2 * np.pi * (i - first) / POINTS), U)
    at_face = (i == first) | (i == last)
    potential[at_face] = (U - 2 * V) / 2      # mean of the two sides of the step
    diagonal = potential + 2 * T / h**2
    off = np.full(len(i) - 1, -T / h**2)
    low, high = gap_edges(V)
    if not vectors:
        return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                select="v", select_range=(low, high))
    E, psi = eigh_tridiagonal(diagonal, off, select="v", select_range=(low, high))
    return E, psi / np.sqrt(h), last - 1


# Sign rule: direct slab spectra for both signs of V and several barriers
barriers = (6.0, 10.0, 20.0)
count_plus = [len(slab_gap_levels(12, V_REF, U)) for U in barriers]
count_minus = [len(slab_gap_levels(12, -V_REF, U)) for U in barriers]
assert count_plus == [2, 2, 2] and count_minus == [0, 0, 0]

# ell keeps one sign in the gap and falls with energy
low, high = gap_edges(V_REF)
samples = low + (high - low) * np.array([0.001, 0.1, 0.3, 0.5, 0.7, 0.9, 0.999])
ell_plus = np.array([crystal_solution(E, V_REF)[1] for E in samples])
ell_minus = np.array([crystal_solution(E, -V_REF)[1] for E in samples])
assert np.all(ell_plus < 0) and np.all(np.diff(ell_plus) < 0)
assert np.all(ell_minus > 0) and np.all(np.diff(ell_minus) < 0)

# Two-wave condition: its error relative to V must vanish in proportion to V
E_s, q_s, p_s, density = one_face_state(V_REF, U_REF)
delta, E_2, q_2, p_2, density_2 = two_wave_state(V_REF, U_REF)
prefactor, prefactor_2 = 4 * T * p_s * density, 4 * T * p_2 * density_2
strengths = (1.0, 0.5, 0.25)
errors = [abs(two_wave_state(V, U_REF)[1] - one_face_state(V, U_REF)[0]) / V
          for V in strengths]
assert errors[0] < 0.15
assert 1.5 < errors[0] / errors[1] < 2.5 and 1.5 < errors[1] / errors[2] < 2.5
assert abs(q_2 / q_s - 1) < 0.05 and abs(prefactor_2 / prefactor - 1) < 0.25

# Weak-potential closed forms, corrections being of relative order V/E_B
V_weak = 0.02
E_w, q_w, p_w, density_w = one_face_state(V_weak, U_REF)
position_limit = 1 - 2 * E_B / U_REF
q_per_V_limit = vacuum_decay(E_B, U_REF) / U_REF
prefactor_per_V_limit = 16 * E_B * (U_REF - E_B) / U_REF**2
position_w = (E_w - E_B) / V_weak
prefactor_w = 4 * T * p_w * density_w / V_weak
assert abs(position_w - position_limit) < 0.01
assert abs(q_w / V_weak / q_per_V_limit - 1) < 0.01
assert abs(prefactor_w / prefactor_per_V_limit - 1) < 0.02
density_w2 = two_wave_state(V_weak, U_REF)[4]
assert abs(density_w2 / density_w - 1) < 0.01

# Slab quantization conditions against diagonalization
def slab_condition(E, L, upper):
    q, ell = crystal_solution(E, V_REF)
    t = np.tanh(q * L / 2)
    return ell * (t if upper else 1 / t) + vacuum_decay(E, U_REF)


N_check = 8
levels_fd = slab_gap_levels(N_check, V_REF, U_REF)
levels_eq = [root_in_gap(lambda E: slab_condition(E, N_check * a, up), V_REF)
             for up in (False, True)]
assert len(levels_fd) == 2 and np.max(np.abs(levels_fd - levels_eq)) < 1e-4

# Parity of the lower level is (-1)^(N-1)
parities = []
for N in (7, 8):
    _, psi, _ = slab_gap_levels(N, V_REF, U_REF, vectors=True)
    overlap = psi[:, 0] @ psi[::-1, 0] / (psi[:, 0] @ psi[:, 0])
    assert abs(abs(overlap) - 1) < 1e-6
    parities.append(int(round(overlap)))
assert parities == [1, -1]

# Density at the face: energy-derivative identity against slab eigenvectors
_, psi, face = slab_gap_levels(24, V_REF, U_REF, vectors=True)
density_fd = np.sum(psi[face, :]**2)   # each slab state carries half per face
assert abs(density_fd / density - 1) < 5e-3

# Exponential law of the splitting
sizes = (4, 8, 12, 16, 20, 24)
splitting = np.array([np.diff(slab_gap_levels(N, V_REF, U_REF))[0] for N in sizes])
law = prefactor * np.exp(-q_s * a * np.array(sizes))
assert np.all(np.abs(splitting[3:] / law[3:] - 1) < 0.01)
decay_fd = np.log(splitting[-2] / splitting[-1]) / (4 * a)
assert abs(decay_fd / q_s - 1) < 2e-3

# Thickness thresholds for having the levels inside the gap
L_lower = 2 * (E_B / V_REF - 1) / vacuum_decay(E_B - V_REF, U_REF)
L_upper = 2 * T * vacuum_decay(E_B + V_REF, U_REF) / V_REF
thin_sizes = (1, 2, 4)
thin_counts = [len(slab_gap_levels(N, V_REF, U_REF)) for N in thin_sizes]
expected = [int(N * a > L_lower) + int(N * a > L_upper) for N in thin_sizes]
assert thin_counts == expected

print(f"lattice period a = {a:.2f} nm; V = {V_REF:.2f} eV; U = {U_REF:.2f} eV")
print(f"hbar^2/(2m) = {T:.6f} eV nm^2; G = {G:.4f} 1/nm")
print(f"zone-boundary free energy E_B = {E_B:.4f} eV")
print(f"gap edges (plane waves) = {low:.4f}, {high:.4f} eV")
print(f"gap edges (two waves) = {E_B - V_REF:.4f}, {E_B + V_REF:.4f} eV")
for U, n_plus, n_minus in zip(barriers, count_plus, count_minus):
    print(f"U = {U:4.1f} eV, N = 12: gap levels {n_plus} (V=+1 eV), {n_minus} (V=-1 eV)")
print("ell for V=+1 eV at 0.1, 0.5, 0.9 of gap:",
      " ".join(f"{x:.3f}" for x in ell_plus[[1, 3, 5]]), "1/nm")
print("ell for V=-1 eV at 0.1, 0.5, 0.9 of gap:",
      " ".join(f"{x:.3f}" for x in ell_minus[[1, 3, 5]]), "1/nm")
print(f"two-wave phase delta = {delta:.4f} rad")
print(f"surface level: two-wave {E_2:.4f} eV; full cosine {E_s:.4f} eV")
print(f"level below vacuum (full cosine) = {U_REF - E_s:.4f} eV")
print(f"crystal decay q: two-wave {q_2:.4f}; full cosine {q_s:.4f} 1/nm")
print(f"vacuum decay p: two-wave {p_2:.4f}; full cosine {p_s:.4f} 1/nm")
print(f"amplitude decay length 1/q (full cosine) = {1 / q_s:.4f} nm")
print(f"face density psi0^2: two-wave {density_2:.4f}; full cosine {density:.4f} 1/nm")
print(f"face density from slab eigenvectors, N = 24: {density_fd:.4f} 1/nm")
print(f"splitting prefactor: two-wave {prefactor_2:.4f}; full cosine {prefactor:.4f} eV")
for V, error in zip(strengths, errors):
    print(f"V = {V:.2f} eV: two-wave level error / V = {error:.4f}")
print(f"weak limit (E_s-E_B)/V: formula {position_limit:.4f}; V=0.02 eV {position_w:.4f}")
print(f"weak limit q/V: formula {q_per_V_limit:.4f}; V=0.02 eV {q_w / V_weak:.4f} 1/(eV nm)")
print(f"weak limit prefactor/V: formula {prefactor_per_V_limit:.4f}; V=0.02 eV {prefactor_w:.4f}")
print(f"N = 8 levels, diagonalization: {levels_fd[0]:.5f}, {levels_fd[1]:.5f} eV")
print(f"N = 8 levels, tanh/coth conditions: {levels_eq[0]:.5f}, {levels_eq[1]:.5f} eV")
print(f"parity of lower level: N = 7: {parities[0]:+d}; N = 8: {parities[1]:+d}")
for N, direct, asymptotic in zip(sizes, splitting, law):
    print(f"N = {N:2d}, L = {N * a:.1f} nm: splitting {1e3 * direct:.4f} meV;"
          f" law {1e3 * asymptotic:.4f} meV")
print(f"decay constant from N = 20 and 24 splittings = {decay_fd:.4f} 1/nm")
print(f"two-wave thickness thresholds: lower {L_lower:.3f} nm; upper {L_upper:.3f} nm")
for N, number in zip(thin_sizes, thin_counts):
    print(f"N = {N}, L = {N * a:.1f} nm: levels in gap = {number}")
print("every check passed")
```

Output:

```
lattice period a = 0.30 nm; V = 1.00 eV; U = 10.00 eV
hbar^2/(2m) = 0.038100 eV nm^2; G = 20.9440 1/nm
zone-boundary free energy E_B = 4.1781 eV
gap edges (plane waves) = 3.1491, 5.1473 eV
gap edges (two waves) = 3.1781, 5.1781 eV
U =  6.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
U = 10.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
U = 20.0 eV, N = 12: gap levels 2 (V=+1 eV), 0 (V=-1 eV)
ell for V=+1 eV at 0.1, 0.5, 0.9 of gap: -3.194 -10.633 -34.768 1/nm
ell for V=-1 eV at 0.1, 0.5, 0.9 of gap: 28.749 10.633 3.863 1/nm
two-wave phase delta = -0.6640 rad
surface level: two-wave 4.3621 eV; full cosine 4.2750 eV
level below vacuum (full cosine) = 5.7250 eV
crystal decay q: two-wave 1.2165; full cosine 1.2284 1/nm
vacuum decay p: two-wave 12.1646; full cosine 12.2582 1/nm
amplitude decay length 1/q (full cosine) = 0.8140 nm
face density psi0^2: two-wave 1.5609; full cosine 1.7568 1/nm
face density from slab eigenvectors, N = 24: 1.7568 1/nm
splitting prefactor: two-wave 2.8938; full cosine 3.2820 eV
V = 1.00 eV: two-wave level error / V = 0.0871
V = 0.50 eV: two-wave level error / V = 0.0439
V = 0.25 eV: two-wave level error / V = 0.0220
weak limit (E_s-E_B)/V: formula 0.1644; V=0.02 eV 0.1631
weak limit q/V: formula 1.2361; V=0.02 eV 1.2360 1/(eV nm)
weak limit prefactor/V: formula 3.8919; V=0.02 eV 3.8773
N = 8 levels, diagonalization: 4.19133, 4.36553 eV
N = 8 levels, tanh/coth conditions: 4.19133, 4.36553 eV
parity of lower level: N = 7: +1; N = 8: -1
N =  4, L = 1.2 nm: splitting 845.8106 meV; law 751.4875 meV
N =  8, L = 2.4 nm: splitting 174.2005 meV; law 172.0723 meV
N = 12, L = 3.6 nm: splitting 39.4426 meV; law 39.4004 meV
N = 16, L = 4.8 nm: splitting 9.0221 meV; law 9.0217 meV
N = 20, L = 6.0 nm: splitting 2.0657 meV; law 2.0658 meV
N = 24, L = 7.2 nm: splitting 0.4730 meV; law 0.4730 meV
decay constant from N = 20 and 24 splittings = 1.2285 1/nm
two-wave thickness thresholds: lower 0.475 nm; upper 0.857 nm
N = 1, L = 0.3 nm: levels in gap = 0
N = 2, L = 0.6 nm: levels in gap = 1
N = 4, L = 1.2 nm: levels in gap = 2
every check passed
```
